# Mean time for thermal dissociation of a Si–H bond

## The problem

At the interface between silicon and its oxide, some silicon atoms lack a fourth bonding partner. Such a dangling bond can trap charge carriers. Hydrogen passivates it by forming a Si–H bond, but at high temperature this bond can break again.

Take the dissociation to be thermally activated, with prefactor $\nu = 10^{13}\ \mathrm{s^{-1}}$, barrier $E = 2.83$ eV and temperature $T = 873$ K.

(a) A classical particle moves in a parabolic well that is cut off on one side at height $E$. Assume that thermal equilibrium is maintained in the well up to the cut-off. Show that the escape rate is $k=\nu\,e^{-E/k_BT}$ when $E\gg k_BT$.

(b) Find the mean time to dissociation of a bond that breaks with a constant rate $k$.

(c) Show that this time is about 36 minutes for the given values.

Assume that all bonds have the same barrier and break independently, that the temperature is constant, and that released hydrogen leaves without passivating a bond again. "Dissociation time" means the mean lifetime $\tau$ of a bond, not the time after which half the bonds are broken. The values of $\nu$ and $E$ are given effective parameters. The parabolic well serves to explain the form of the rate law and is not a realistic Si–H potential.

## Hints

1. In thermal equilibrium, the probability of finding the particle near position $x$ with velocity near $v$ is proportional to $e^{-H/k_BT}$, where $H$ is its energy. Which particles cross the cut-off point during a short time $dt$?

2. The rate per bond is the outward flux at the cut-off divided by the population of the well. Any constant in front of $e^{-H/k_BT}$ cancels in this ratio.

3. For part (b), first find the fraction of bonds still intact at time $t$. The fraction that breaks between $t$ and $t+dt$ is the weight with which the time $t$ enters the mean.

4. For part (c), express $k_BT$ in eV, so that the exponent is a ratio of two energies in the same unit. Keep several digits in the exponent: a small absolute error there becomes a relative error of the same size in the time.

## Full solution

### (a) The rate law

Let the bond coordinate $x$ belong to a particle of mass $m$ with energy

$$H=\tfrac12 mv^2+\tfrac12 m\omega^2x^2,\qquad \omega=2\pi\nu .$$

The well ends on one side, at the stretched position $x_b>0$ where the potential energy equals the barrier:

$$\tfrac12 m\omega^2x_b^2=E .$$

Two assumptions enter. The particles inside the well are in thermal equilibrium up to the cut-off, and every outward crossing of $x_b$ breaks the bond. The first assumption does not follow from $E\gg k_BT$ alone: the surroundings must also supply energy fast enough to replace the energetic particles that escape. If they exchange energy with the particle too slowly, the rate is lower than the one derived here. If they couple so strongly that the particle only diffuses towards $x_b$, the region near the cut-off is depleted and the rate is lower again. The result below holds for intermediate coupling.

A particle with velocity $v>0$ crosses $x_b$ during $dt$ if it starts within the distance $v\,dt$ in front of it. The number of crossings per unit time is therefore the phase-space density at $x_b$, multiplied by $v$ and summed over positive velocities. Division by the population of the well gives the rate per bond:

$$k=\frac{\displaystyle\int_0^\infty v\,e^{-(mv^2/2+E)/k_BT}\,dv}{\displaystyle\int_{-\infty}^{x_b}\!dx\int_{-\infty}^{\infty}\!dv\;e^{-H/k_BT}} .$$

*Numerator.* The factor $e^{-E/k_BT}$ does not depend on $v$ and comes out of the integral. Substitute $s=mv^2/(2k_BT)$, so that $ds=(m/k_BT)\,v\,dv$:

$$e^{-E/k_BT}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv=e^{-E/k_BT}\,\frac{k_BT}{m}\int_0^\infty e^{-s}\,ds=\frac{k_BT}{m}\,e^{-E/k_BT}.$$

*Denominator.* The exponential factorizes into a velocity part and a position part. Both need the Gaussian integral $I=\int_{-\infty}^{\infty}e^{-ay^2}dy$. Its square is an integral over a plane, which in polar coordinates reads

$$I^2=\int_0^\infty 2\pi r\,e^{-ar^2}\,dr=\frac{\pi}{a},\qquad\text{so}\qquad I=\sqrt{\frac{\pi}{a}} .$$

The velocity part has $a=m/(2k_BT)$ and gives $\sqrt{2\pi k_BT/m}$. The position part has $a=m\omega^2/(2k_BT)$. If its upper limit $x_b$ is replaced by infinity, it gives $\sqrt{2\pi k_BT/(m\omega^2)}$. The product is

$$\sqrt{\frac{2\pi k_BT}{m}}\,\sqrt{\frac{2\pi k_BT}{m\omega^2}}=\frac{2\pi k_BT}{m\omega}.$$

*Error of the replaced limit.* Beyond $x_b$ the ratio $x/x_b$ exceeds 1, so the added tail obeys

$$\int_{x_b}^\infty e^{-ax^2}dx<\int_{x_b}^\infty\frac{x}{x_b}\,e^{-ax^2}dx=\frac{e^{-ax_b^2}}{2ax_b}.$$

Here $ax_b^2=E/k_BT$. Relative to the full integral $\sqrt{\pi/a}$, the tail is therefore smaller than

$$\frac{e^{-E/k_BT}}{2\sqrt{\pi E/k_BT}},$$

which is negligible when $E\gg k_BT$.

*Ratio.* Dividing the numerator by the denominator gives

$$k=\frac{k_BT}{m}\,e^{-E/k_BT}\,\frac{m\omega}{2\pi k_BT}=\frac{\omega}{2\pi}\,e^{-E/k_BT}=\nu\,e^{-E/k_BT}.$$

The mass has cancelled. A heavier particle moves more slowly, but at fixed $\omega$ and $E$ its well is also narrower, and the two effects compensate. This holds at fixed $\omega$ only. If the potential is fixed instead, as when hydrogen is replaced by deuterium, then $\omega\propto m^{-1/2}$, and doubling the mass lowers the rate by a factor $\sqrt2$. In this model $\nu$ is the number of oscillations per second, and $e^{-E/k_BT}$ is the mean number of escapes per bond in one oscillation period.

The condition $E\gg k_BT$ matters. If the cut-off is moved down to the bottom of the well, $E\to0$ and $x_b\to0$, the position integral covers half of the Gaussian. The ratio of flux to population then tends to $2\nu$, whereas the formula gives $\nu$. In that limit the particles would also leave within about one oscillation, so equilibrium in the well could not be maintained.

### (b) From the rate to the mean time

Let $N(t)$ be the number of intact bonds. Each breaks with probability $k\,dt$ during $dt$, and none is restored, so for a large number of bonds

$$\frac{dN}{dt}=-kN .$$

To solve this, differentiate the product $N e^{kt}$:

$$\frac{d}{dt}\left(Ne^{kt}\right)=\left(\frac{dN}{dt}+kN\right)e^{kt}=0 .$$

The product keeps its initial value $N_0$, hence $N=N_0e^{-kt}$. The fraction of bonds that breaks between $t$ and $t+dt$ is $-dN/N_0=k\,e^{-kt}\,dt$. The mean lifetime follows by partial integration:

$$\tau=\int_0^\infty t\,k\,e^{-kt}\,dt=\Big[-t\,e^{-kt}\Big]_0^\infty+\int_0^\infty e^{-kt}\,dt=0+\frac1k .$$

The bracket vanishes at the lower limit because of the factor $t$, and at the upper limit because the exponential falls faster than $t$ grows. With the rate law of part (a),

$$\tau=\frac1k=\frac1\nu\,e^{+E/k_BT}.$$

The sign of the exponent has changed because the time is the reciprocal of the rate. A higher barrier lengthens the lifetime, and a higher temperature shortens it.

### (c) The numbers

The thermal energy is

$$k_BT=(8.617333\times10^{-5}\ \mathrm{eV/K})(873\ \mathrm K)=0.075229\ \mathrm{eV}.$$

The exponent is

$$\frac{E}{k_BT}=\frac{2.83\ \mathrm{eV}}{0.075229\ \mathrm{eV}}=37.618 .$$

The barrier is thus much larger than the thermal energy, as part (a) requires. With the unrounded exponent, the Boltzmann factor and the rate are

$$e^{-E/k_BT}=4.598\times10^{-17},$$

$$k=(10^{13}\ \mathrm{s^{-1}})(4.598\times10^{-17})=4.598\times10^{-4}\ \mathrm{s^{-1}} .$$

The mean lifetime is

$$\tau=\frac{1}{4.598\times10^{-4}\ \mathrm{s^{-1}}}\approx2175\ \mathrm s\approx36.2\ \mathrm{min}.$$

This is the required result of about 36 minutes.

The two factors in $\tau$ differ enormously in size. One oscillation lasts $10^{-13}$ s, but in the model a bond survives on average about $2\times10^{16}$ oscillations, the reciprocal of the Boltzmann factor. Their product is a time on the scale of a laboratory anneal. The period of $10^{-13}$ s belongs to the effective $\nu$, for which $h\nu\approx0.55\,k_BT$ and the classical treatment is adequate. A real Si–H stretch is several times faster, with a quantum of more than $3\,k_BT$ at 873 K, so it is not classical and $\nu$ should not be read as its frequency.

Direct numerical integration of the flux and of the well population, without the closed formula, gives the same rate, $4.598\times10^{-4}\ \mathrm{s^{-1}}$. Numerical integration of the decay equation with that rate gives a mean lifetime of 36.2 min. These values are listed in the numerical output.

### When the result changes

*Hydrogen that returns.* Suppose that broken bonds are passivated again with a constant rate $r$. The intact fraction $f=N/N_0$, with all bonds intact at the start, then obeys

$$\frac{df}{dt}=-kf+r(1-f)=-(k+r)\left(f-\frac{r}{k+r}\right).$$

The difference $f-r/(k+r)$ decays exponentially with rate $k+r$. Since it starts at $1-r/(k+r)=k/(k+r)$,

$$f(t)=\frac{r}{k+r}+\frac{k}{k+r}\,e^{-(k+r)t}.$$

The intact fraction no longer falls to zero. An individual intact bond still has the mean lifetime $1/k$, but this time can no longer be read from the decay of $f$ as if $r$ were zero. For $r\ll k$ the simple exponential is recovered, up to a small remaining fraction of about $r/k$.

*Unequal barriers.* If the bonds have different rates $k_i$, the intact fraction is the average of the exponentials $e^{-k_it}$. Its relative decay rate is

$$-\frac1f\frac{df}{dt}=\frac{\sum_i k_i\,e^{-k_it}}{\sum_i e^{-k_it}} .$$

This is a mean of the $k_i$ with weights $e^{-k_it}$. As time passes, the weights shift towards the bonds with small $k_i$, so the decay slows down and is no longer a single exponential. The 36 minutes then describe the bonds whose barrier is 2.83 eV, not the whole set.

## Variation 1: half the bonds, and one hour

*After what time is half of the bonds broken, and what fraction is still intact after 60 minutes?*

Set $N/N_0=\tfrac12$ in the decay law and take the logarithm:

$$e^{-t_{1/2}/\tau}=\tfrac12\quad\Rightarrow\quad t_{1/2}=\tau\ln2=25.1\ \mathrm{min}.$$

The half-life is shorter than the mean lifetime because the bonds that survive for a long time raise the mean. After one mean lifetime the intact fraction is $e^{-1}=0.368$, which is already less than one half.

For 60 minutes,

$$\frac{N}{N_0}=e^{-60/36.2}=0.191 .$$

About 19% of the bonds still hold their hydrogen. The mean lifetime is therefore not a time by which all bonds have broken.

## Variation 2: small changes of barrier and temperature

*How does the lifetime change if the barrier is shifted by 0.005 eV, or the temperature by 10 K?*

Take the logarithm of the lifetime, with $\nu$ measured in $\mathrm{s^{-1}}$ and $\tau$ in s:

$$\ln\tau=-\ln\nu+\frac{E}{k_BT}.$$

*Barrier.* At fixed temperature,

$$\frac{\partial\ln\tau}{\partial E}=\frac1{k_BT}=13.29\ \mathrm{eV^{-1}} .$$

A shift of 0.005 eV changes $\ln\tau$ by $13.29\times0.005\approx0.066$, which is a change of $\tau$ by roughly 7%. Evaluating the full formula gives 33.9 min for 2.825 eV and 38.7 min for 2.835 eV. A barrier that has been rounded to 2.83 eV may lie anywhere between these two values. Rounding of the barrier alone therefore leaves an uncertainty of more than two minutes either way, and "about 36 minutes" should not be given more digits.

*Temperature.* At fixed barrier,

$$\frac{\partial\ln\tau}{\partial T}=-\frac{E}{k_BT^2}=-\frac{37.618}{873\ \mathrm K}=-0.0431\ \mathrm{K^{-1}} .$$

Near 873 K, each additional kelvin shortens the lifetime by about 4%. For 10 K the exponential should be evaluated in full, which gives 56.1 min at 863 K and 23.7 min at 883 K. In minutes, the change is larger on cooling than on heating, because nearly equal steps in $\ln\tau$ multiply the lifetime in one case and divide it in the other.

*Prefactor.* Since $\tau$ is proportional to $1/\nu$, doubling the prefactor halves the lifetime. If $\nu$ is known only to an order of magnitude, then so is $\tau$, provided that the barrier is known independently of $\nu$. If $\nu$ and $E$ come from one Arrhenius fit, their errors are strongly correlated, and within the fitted temperature range $\tau$ is known much better than either uncertainty alone suggests.

## Computed results

```
prefactor: 1.0e+13 1/s
barrier: 2.83 eV
temperature: 873 K
Boltzmann constant: 8.617333e-05 eV/K
thermal energy kB*T: 0.075229 eV
exponent E/(kB*T): 37.618 (no unit)
Boltzmann factor: 4.598e-17 (no unit)
rate from formula: 4.598e-04 1/s
rate from flux quadrature: 4.598e-04 1/s
mean lifetime from formula: 2175 s
mean lifetime from formula: 36.2 min
mean lifetime from integrated decay: 36.2 min
half-life: 25.1 min
fraction intact after one lifetime: 0.368 (no unit)
fraction intact after 60 min: 0.191 (no unit)
d(ln tau)/dE: 13.29 1/eV
d(ln tau)/dT: -0.0431 1/K
lifetime for barrier 2.825 eV: 33.9 min
lifetime for barrier 2.835 eV: 38.7 min
lifetime at 863 K: 56.1 min
lifetime at 883 K: 23.7 min
```
